# Electron energy gain per mean free path in a copper interconnect: verification in Python

```python
"""
Result under test: in copper at 300 K carrying J = 1 MA/cm^2, an electron
moving along the electric force for one mean free path gains
    W = e * rho * J * lambda, about 7 microelectronvolts, far below k_B T.
Symbols: rho resistivity, lambda mean free path, n electron density,
tau mean free time, v_F and p_F Fermi speed and momentum, v_d drift speed.
The averages and the Fermi-surface checks use free electrons.
All internal quantities are in SI units; material inputs are rough values.
"""
import numpy as np
from mpmath import mp, mpf
from scipy import constants as const
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

mp.dps = 40  # the mean gain is tiny beside the Fermi energy
e, m, hbar, kB = const.e, const.m_e, const.hbar, const.k

# Inputs
temperature = 300.0
resistivity = 1.7e-8
current_density = 1.0e10
mean_free_path = 39e-9
density = 8.5e28
coupling = 1.0e17            # electron-phonon coupling, W/(m^3 K)
line_width = 100e-9
line_height = 100e-9
insulator_thickness = 1000e-9
insulator_conductivity = 0.3
narrow_line_factor = 3.0

# Main estimate
field = resistivity * current_density
gain = e * field * mean_free_path
thermal = kB * temperature
ratio = thermal / gain
assert 6.5e-6 < gain / e < 7.5e-6
assert ratio > 1000

# Free-electron quantities
k_fermi = (3 * np.pi**2 * density) ** (1 / 3)
p_fermi = hbar * k_fermi
v_fermi = p_fermi / m
e_fermi = p_fermi**2 / (2 * m)
v_drift = current_density / (density * e)
tau = m / (density * e**2 * resistivity)
path_free = v_fermi * tau
gain_free = p_fermi * v_drift
assert abs(path_free / mean_free_path - 1) < 0.03


def kinetic_gain(cosine, time):
    """Kinetic energy change found from the velocity after a free flight."""
    c, t = mpf(float(cosine)), mpf(float(time))
    v0, mass = mpf(float(v_fermi)), mpf(m)
    along = v0 * c + mpf(e) * mpf(field) * t / mass
    across_squared = v0**2 * (1 - c**2)
    return mass * (along**2 + across_squared - v0**2) / 2


# Work along a path, against the change of kinetic energy
for cosine in (1.0, 0.5, -0.7):
    direct = float(kinetic_gain(cosine, mean_free_path / v_fermi))
    assert abs(direct / (gain * cosine) - 1) < 1e-5

# Average over directions and exponentially distributed free times
cosines, cosine_weights = np.polynomial.legendre.leggauss(8)
times, time_weights = np.polynomial.laguerre.laggauss(8)
mean_sum, square_sum = mpf(0), mpf(0)
for c, wc in zip(cosines, cosine_weights):
    for s, ws in zip(times, time_weights):
        change = kinetic_gain(c, s * tau)
        weight = mpf(float(wc)) * mpf(float(ws)) / 2
        mean_sum += weight * change
        square_sum += weight * change**2
mean_gain = float(mean_sum)
rms_gain = float(mp.sqrt(square_sum))
joule_power = resistivity * current_density**2
assert abs(mean_gain / (m * v_drift**2) - 1) < 1e-6
assert abs(mean_gain * density / tau / joule_power - 1) < 1e-6
assert abs(rms_gain / (gain_free * np.sqrt(2 / 3)) - 1) < 1e-5

# Conductivity from a thermal Fermi-surface integral with fixed free path
k = np.linspace(0.9 * k_fermi, 1.1 * k_fermi, 20001)
x = ((hbar * k) ** 2 / (2 * m) - e_fermi) / thermal
minus_slope = 1 / (4 * thermal * np.cosh(x / 2) ** 2)
speed = hbar * k / m
radial = np.sum(k**2 * speed * minus_slope) * (k[1] - k[0])
angular = 2 * np.pi * np.sum(cosine_weights * cosines**2)
sigma = e**2 * mean_free_path * radial * angular / (4 * np.pi**3)
gain_from_integral = e * current_density * mean_free_path / sigma
assert abs(gain_from_integral / gain_free - 1) < 1e-4

# Occupation found by following electrons back to their last collision
def fermi(energy_over_kt):
    return 1 / (np.exp(energy_over_kt) + 1)


energies = np.linspace(-8, 8, 1601)
shifted = fermi(energies[:, None] - times[None, :] / ratio)
disturbance = (shifted - fermi(energies)[:, None]) @ time_weights
linear = fermi(energies) * (1 - fermi(energies)) / ratio
peak = disturbance.max()
assert np.max(np.abs(disturbance - linear)) < 1e-3 * peak
assert abs(peak * 4 * ratio - 1) < 1e-3

# Electron temperature above the lattice
electron_heating = joule_power / coupling

# Line heating: straight-down flow, then two-dimensional spreading
line_power = joule_power * line_width * line_height
slab_rise = (line_power * insulator_thickness
             / (insulator_conductivity * line_width))


def heat_flow_rise(columns, cell=25e-9):
    """Mean temperature rise under the line; half of the symmetric section."""
    rows = round(insulator_thickness / cell)
    source = round(line_width / 2 / cell)

    def chain(size):
        main = np.full(size, 2.0)
        main[0] -= 1
        main[-1] -= 1
        side = -np.ones(size - 1)
        return diags([side, main, side], [-1, 0, 1]).tolil()

    vertical = chain(rows)
    vertical[rows - 1, rows - 1] += 2  # half a cell to the cold substrate
    matrix = (kron(vertical, identity(columns))
              + kron(identity(rows), chain(columns))).tocsc()
    heat = np.zeros(rows * columns)
    per_cell = line_power / 2 / source / insulator_conductivity
    heat[:source] = per_cell
    solution = spsolve(matrix, heat)
    return solution[:source].mean() + per_cell / 2


column_rise = heat_flow_rise(2)    # walls at the line edges: no spreading
lone_rise = heat_flow_rise(120)    # insulator 3000 nm to each side
assert abs(column_rise / slab_rise - 1) < 1e-8
assert 0 < lone_rise < slab_rise

# Pessimistic narrow line: higher resistivity but unshortened path
narrow_gain = narrow_line_factor * gain
assert narrow_gain < thermal / 1000

print(f"temperature: {temperature:.0f} K")
print(f"resistivity (rough): {resistivity * 1e8:.2f} microohm cm")
print(f"current density: {current_density / 1e10:.2f} MA/cm^2")
print(f"mean free path: {mean_free_path * 1e9:.1f} nm")
print(f"electron density (rough): {density / 1e6:.2e} cm^-3")
print(f"electric field: {field / 100:.2f} V/cm")
print(f"gain W along the force: {gain / e * 1e6:.2f} microeV")
print(f"gain W along the force: {gain:.2e} J")
print(f"thermal energy k_B T: {thermal / e * 1e3:.2f} meV")
print(f"k_B T / W: {ratio:.0f} (no unit)")
print(f"W / k_B T: {1 / ratio:.2e} (no unit)")
print(f"Fermi wavenumber: {k_fermi / 1e9:.2f} nm^-1")
print(f"Fermi energy, free electrons: {e_fermi / e:.2f} eV")
print(f"Fermi speed: {v_fermi * 100:.2e} cm/s")
print(f"drift speed: {v_drift * 100:.1f} cm/s")
print(f"drift speed / Fermi speed: {v_drift / v_fermi:.1e} (no unit)")
print(f"mean free time: {tau * 1e15:.1f} fs")
print(f"free-electron mean free path: {path_free * 1e9:.1f} nm")
print(f"p_F v_d: {gain_free / e * 1e6:.2f} microeV")
print(f"W from Fermi-surface integral: "
      f"{gain_from_integral / e * 1e6:.2f} microeV")
print(f"rms gain per free flight: {rms_gain / e * 1e6:.2f} microeV")
print(f"mean gain per free flight: {mean_gain / e:.2e} eV")
print(f"peak change of occupation: {peak:.2e} (no unit)")
print(f"free path needed to gain k_B T: "
      f"{mean_free_path * ratio * 1e6:.0f} micrometre")
print(f"current density for W = k_B T: "
      f"{current_density * ratio / 1e10:.0f} MA/cm^2")
print(f"Joule power density: {joule_power / 1e6:.2e} W/cm^3")
print(f"electron-phonon coupling (rough): {coupling / 1e6:.1e} W/(cm^3 K)")
print(f"electrons above lattice: {electron_heating:.1e} K")
print(f"line width: {line_width * 1e9:.0f} nm")
print(f"line height: {line_height * 1e9:.0f} nm")
print(f"insulator thickness: {insulator_thickness * 1e9:.0f} nm")
print(f"insulator conductivity (rough): "
      f"{insulator_conductivity:.1f} W/(m K)")
print(f"line heating, straight-down flow: {slab_rise:.2f} K")
print(f"line heating, lone line, 25 nm grid: {lone_rise:.2f} K")
print(f"narrow-line resistivity factor: {narrow_line_factor:.1f} (no unit)")
print(f"narrow-line gain, path unshortened: "
      f"{narrow_gain / e * 1e6:.1f} microeV")
print(f"k_B T / narrow-line gain: {thermal / narrow_gain:.0f} (no unit)")
print("every check passed")
```

Running it gives:

```
temperature: 300 K
resistivity (rough): 1.70 microohm cm
current density: 1.00 MA/cm^2
mean free path: 39.0 nm
electron density (rough): 8.50e+22 cm^-3
electric field: 1.70 V/cm
gain W along the force: 6.63 microeV
gain W along the force: 1.06e-24 J
thermal energy k_B T: 25.85 meV
k_B T / W: 3899 (no unit)
W / k_B T: 2.56e-04 (no unit)
Fermi wavenumber: 13.60 nm^-1
Fermi energy, free electrons: 7.05 eV
Fermi speed: 1.57e+08 cm/s
drift speed: 73.4 cm/s
drift speed / Fermi speed: 4.7e-07 (no unit)
mean free time: 24.6 fs
free-electron mean free path: 38.7 nm
p_F v_d: 6.57 microeV
W from Fermi-surface integral: 6.57 microeV
rms gain per free flight: 5.37 microeV
mean gain per free flight: 3.07e-12 eV
peak change of occupation: 6.41e-05 (no unit)
free path needed to gain k_B T: 152 micrometre
current density for W = k_B T: 3899 MA/cm^2
Joule power density: 1.70e+06 W/cm^3
electron-phonon coupling (rough): 1.0e+11 W/(cm^3 K)
electrons above lattice: 1.7e-05 K
line width: 100 nm
line height: 100 nm
insulator thickness: 1000 nm
insulator conductivity (rough): 0.3 W/(m K)
line heating, straight-down flow: 0.57 K
line heating, lone line, 25 nm grid: 0.07 K
narrow-line resistivity factor: 3.0 (no unit)
narrow-line gain, path unshortened: 19.9 microeV
k_B T / narrow-line gain: 1300 (no unit)
every check passed
```
